# Integrating the screened interaction of a monolayer near q = 0: a numerical check

```python
"""Small-q integration of the screened interaction of a monolayer.

Result under test: for W(q) = 2 pi e^2 / (q (1 + r0 q)) and a smooth weight
f(q) = exp(-q^2 s^2 / 4), a uniform q grid of spacing h that omits q = 0 has
the error  -(e^2/r0) (ln x - c)  for x = h r0 >> 1 (no power-law convergence)
and  (e^2/r0) (Z x + x^2) / (2 pi)  for x << 1.  Averaging W over the cells
near q = 0 removes most of this error on both sides of x = 1.

Symbols: r0 screening length, s width of the Gaussian relative density,
a lattice constant (square lattice), N mesh divisions, h = 2 pi / (N a),
Z and C lattice constants, M half-width of the block of averaged cells.
Lengths in angstrom, energies in eV; e^2 stands for e^2/(4 pi eps0).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc, exp1, struve, y0

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
PI = np.pi


def reference(r0, s):
    """Pair energy from the one-dimensional radial integral."""
    def integrand(q):
        return np.exp(-(q * s / 2) ** 2) / (1 + r0 * q)
    edges = [0.0, 0.002, 0.05, 1.0, 14.0 / s]
    return E2 * sum(quad(integrand, lo, hi, epsabs=1e-13, epsrel=1e-11,
                         limit=200)[0] for lo, hi in zip(edges, edges[1:]))


def point_sum(h, r0, s):
    """Uniform grid sum over the plane without the point q = 0."""
    nmax = int(12 / (s * h)) + 1
    qy = np.arange(nmax + 1) * h
    total = 0.0
    for i in range(1, nmax + 1):     # quarter plane; rotations give the rest
        q = np.sqrt((i * h) ** 2 + qy ** 2)
        total += np.sum(np.exp(-(q * s / 2) ** 2) / (q * (1 + r0 * q)))
    return E2 * h ** 2 * 4 * total / (2 * PI)


def bare_head(h):
    """Central cell with the bare interaction and inverse dielectric = 1."""
    return E2 * h * 2 / PI * np.log(1 + np.sqrt(2))


def screened_head(h, r0):
    """Central cell with the screened interaction, angular integral."""
    angular = quad(lambda p: np.log(1 + r0 * h / (2 * np.cos(p))),
                   0, PI / 4, epsabs=1e-13, epsrel=1e-12)[0]
    return E2 * 4 / (PI * r0) * angular


def subsampled_head(h, r0, m):
    """Central cell by m x m midpoints, m even so that q = 0 is avoided."""
    u = (np.arange(m) + 0.5 - m / 2) * h / m
    q = np.hypot(u[:, None], u[None, :])
    return E2 * (h / m) ** 2 / (2 * PI) * np.sum(1 / (q * (1 + r0 * q)))


def neighbour_correction(h, r0, s, M):
    """Cell averages minus midpoint values for the cells around the centre."""
    nodes, weights = np.polynomial.legendre.leggauss(12)
    w2 = np.outer(weights, weights) / 4
    total = 0.0
    for i in range(1, M + 1):
        for j in range(0, M + 1):
            q = h * np.hypot(i + nodes[:, None] / 2, j + nodes[None, :] / 2)
            average = np.sum(w2 / (q * (1 + r0 * q)))
            qc = h * np.hypot(i, j)
            total += ((average - 1 / (qc * (1 + r0 * qc)))
                      * np.exp(-(qc * s / 2) ** 2))
    return E2 * h ** 2 * 4 * total / (2 * PI)


# Lattice constants from rapidly converging sums
n = np.arange(-6, 7)
n2 = (n[:, None] ** 2 + n[None, :] ** 2).ravel()
n2 = n2[n2 > 0].astype(float)
Z = -4 + 2 * np.sum(erfc(np.sqrt(PI * n2)) / np.sqrt(n2))
C = (PI * np.log(PI) - PI + np.sum(np.exp(-PI * n2) / n2)
     + PI * np.sum(exp1(PI * n2)))
c_log = C / (2 * PI) + np.euler_gamma / 2
slope_omit = Z / (2 * PI)
slope_head = slope_omit + 2 / PI * np.log(1 + np.sqrt(2))
angular_log = quad(lambda p: np.log(2 * np.cos(p)), 0, PI / 4)[0]
stall = c_log - 4 / PI * angular_log

# Worked example
r0, s, a = 40.0, 2.0, 4.0
unit = E2 / r0
exact = reference(r0, s)


def real_space_integrand(r):
    potential = PI * E2 / (2 * r0) * (struve(0, r / r0) - y0(r / r0))
    return 2 * r / s ** 2 * np.exp(-(r / s) ** 2) * potential


real_space = quad(real_space_integrand, 0, 8 * s, epsabs=1e-11, limit=200)[0]
assert abs(real_space - exact) < 1e-6 * exact

print(f"e^2 = {E2:.5f} eV A; r0 = {r0:.0f} A; s = {s:.0f} A; a = {a:.0f} A")
print(f"energy unit e^2/r0 = {1e3 * unit:.2f} meV")
print(f"1/r0 = {1 / r0:.4f} 1/A, reached at N = {2 * PI * r0 / a:.1f}")
print(f"pair energy, radial q integral = {exact:.6f} eV")
print(f"pair energy, real-space integral = {real_space:.6f} eV")
print(f"lattice constant Z = {Z:.6f}; C = {C:.6f}; c = {c_log:.6f}")
print(f"slope, q=0 omitted: {slope_omit:.5f}; screened head: {slope_head:.5f}")
print(f"coarse-grid limit of screened-head error = {stall:.5f} e^2/r0")

print("Errors in meV: q=0 omitted, bare head, screened head, block M=4")
print("  N   h (1/A)    h*r0   omitted      bare  screened     block")
meshes = [3, 6, 12, 24, 48, 96, 192, 384]
rows = []
for N in meshes:
    h = 2 * PI / (N * a)
    omitted = point_sum(h, r0, s) - exact
    bare = omitted + bare_head(h)
    head = omitted + screened_head(h, r0)
    block = head + neighbour_correction(h, r0, s, 4)
    rows.append((omitted, bare, head, block))
    print(f"{N:3d}  {h:8.5f} {h * r0:7.3f} {1e3 * omitted:9.2f} "
          f"{1e3 * bare:9.2f} {1e3 * head:9.2f} {1e3 * block:9.2f}")
errors = np.array(rows)
ratios = errors[:-1, 0] / errors[1:, 0]
print("error ratio on halving h, q=0 omitted: "
      + " ".join(f"{r:.3f}" for r in ratios))
assert ratios[0] < 1.4 and ratios[-1] > 1.85
assert errors[0, 1] > abs(errors[0, 0])          # bare head overshoots
assert np.all(np.abs(errors[:, 3]) < 0.05 * unit)
assert np.all(np.abs(errors[:, 3]) < 0.5 * np.abs(errors[:, 2]))

# Fine-grid laws at the densest tabulated mesh
x_fine = 2 * PI * r0 / (meshes[-1] * a)
law_fine = unit * (slope_omit * x_fine + x_fine ** 2 / (2 * PI))
print(f"N=384, q=0 omitted: law {1e3 * law_fine:.3f} meV, "
      f"sum {1e3 * errors[-1, 0]:.3f} meV")
assert abs(errors[-1, 0] / law_fine - 1) < 0.01
assert abs(errors[-1, 2] / (unit * slope_head * x_fine) - 1) < 0.03

# Coarse-grid laws, tested deep in the regime h r0 >> 1 with h s << 1
r_big, h_big = 2000.0, 0.1
scale = r_big / E2
exact_big = reference(r_big, s)
e_big = scale * (point_sum(h_big, r_big, s) - exact_big)
e_half = scale * (point_sum(h_big / 2, r_big, s) - exact_big)
law_big = c_log - np.log(h_big * r_big)
head_big = e_big + scale * screened_head(h_big, r_big)
print(f"h*r0={h_big * r_big:.0f}, q=0 omitted: law {law_big:.4f}, "
      f"sum {e_big:.4f} e^2/r0")
print(f"  removed by halving h: {e_half - e_big:.4f} e^2/r0 "
      f"(ln 2 = {np.log(2):.4f})")
print(f"  screened-head error: {head_big:.4f} e^2/r0")
assert abs(e_big - law_big) < 0.01               # neglected terms of order 1/x
assert abs(e_half - e_big - np.log(2)) < 0.015
assert abs(head_big - stall) < 0.01

# The threshold is set by r0: data collapse, and a control without screening
collapse = [r * (point_sum(2 / r, r, s) - reference(r, s)) / E2
            for r in (20.0, 80.0)]
print(f"h*r0=2, error in e^2/r0: r0=20 A {collapse[0]:.4f}, "
      f"r0=80 A {collapse[1]:.4f}")
assert abs(collapse[0] - collapse[1]) < 0.005
bare_exact = reference(0.0, s)
control = [point_sum(2 * PI / (N * a), 0.0, s) - bare_exact for N in (12, 24)]
print(f"no screening, error ratio N=12 to 24: {control[0] / control[1]:.4f}")
assert abs(control[0] / control[1] - 2) < 0.02

# Size of the averaged block
h12 = 2 * PI / (12 * a)
block_sizes = [0, 1, 2, 4]
block_errors = [errors[2, 2] + neighbour_correction(h12, r0, s, M)
                for M in block_sizes]
print("N=12, error in meV for block M: " + ", ".join(
    f"M={M} {1e3 * e:.2f}" for M, e in zip(block_sizes, block_errors)))
assert abs(block_errors[3]) < abs(block_errors[1]) < abs(block_errors[0])

# Plain subsampling of the central cell on the coarsest mesh
h3 = 2 * PI / (3 * a)
head3 = screened_head(h3, r0)
print(f"N=3, central cell, angular formula = {head3:.6f} eV")
for m in (4, 20, 100, 400):
    sub_error = subsampled_head(h3, r0, m) - head3
    sub_law = (np.sqrt(2) - 1) * Z * E2 * h3 / (2 * PI * m)
    print(f"  m={m:3d}, h*r0/m={h3 * r0 / m:.3f}: error "
          f"{1e3 * sub_error:.3f} meV, linear law {1e3 * sub_law:.3f} meV")
assert abs(sub_error / sub_law - 1) < 0.05       # finest subgrid
extrapolated = (2 * subsampled_head(h3, r0, 400)
                - subsampled_head(h3, r0, 200))
print(f"  extrapolated from m=200 and 400 = {extrapolated:.6f} eV")
assert abs(extrapolated / head3 - 1) < 1e-3

# Mesh needed for a target error when q = 0 is simply omitted
target = 0.010
N_need = int(np.ceil(2 * PI * abs(slope_omit) * E2 / (a * target)))
h_need = 2 * PI / (N_need * a)
error_need = point_sum(h_need, r0, s) - exact
print(f"q=0 omitted, target {1e3 * target:.0f} meV: linear law gives "
      f"N = {N_need}, h*r0 = {h_need * r0:.4f}")
print(f"  error found at this N = {1e3 * error_need:.3f} meV")
assert abs(abs(error_need) / target - 1) < 0.03

print("success")
```

Output:

```
e^2 = 14.39965 eV A; r0 = 40 A; s = 2 A; a = 4 A
energy unit e^2/r0 = 359.99 meV
1/r0 = 0.0250 1/A, reached at N = 62.8
pair energy, radial q integral = 1.239135 eV
pair energy, real-space integral = 1.239135 eV
lattice constant Z = -3.900265; C = 0.771605; c = 0.411413
slope, q=0 omitted: -0.62075; screened head: -0.05965
coarse-grid limit of screened-head error = -0.17171 e^2/r0
Errors in meV: q=0 omitted, bare head, screened head, block M=4
  N   h (1/A)    h*r0   omitted      bare  screened     block
  3   0.52360  20.944   -957.48   3273.01    -42.68     -7.71
  6   0.26180  10.472   -740.99   1374.26    -48.31     -4.71
 12   0.13090   5.236   -535.28    522.34    -42.92     -2.19
 24   0.06545   2.618   -357.65    171.17    -32.97     -1.32
 48   0.03272   1.309   -219.80     44.61    -21.90     -1.02
 96   0.01636   0.654   -125.22      6.98    -12.76     -0.82
192   0.00818   0.327    -67.45     -1.34     -6.81     -0.60
384   0.00409   0.164    -35.09     -2.04     -3.48     -0.39
error ratio on halving h, q=0 omitted: 1.292 1.384 1.497 1.627 1.755 1.857 1.922
N=384, q=0 omitted: law -35.030 meV, sum -35.087 meV
h*r0=200, q=0 omitted: law -4.8869, sum -4.8925 e^2/r0
  removed by halving h: 0.6849 e^2/r0 (ln 2 = 0.6931)
  screened-head error: -0.1683 e^2/r0
h*r0=2, error in e^2/r0: r0=20 A -0.8300, r0=80 A -0.8305
no screening, error ratio N=12 to 24: 1.9985
N=12, error in meV for block M: M=0 -42.92, M=1 -8.80, M=2 -4.03, M=4 -2.19
N=3, central cell, angular formula = 0.914801 eV
  m=  4, h*r0/m=5.236: error -343.613 meV, linear law -484.651 meV
  m= 20, h*r0/m=1.047: error -93.169 meV, linear law -96.930 meV
  m=100, h*r0/m=0.209: error -19.343 meV, linear law -19.386 meV
  m=400, h*r0/m=0.052: error -4.845 meV, linear law -4.847 meV
  extrapolated from m=200 and 400 = 0.914796 eV
q=0 omitted, target 10 meV: linear law gives N = 1405, h*r0 = 0.0447
  error found at this N = -9.880 meV
success
```
